Why surface-state gaps need their own GW correction

Why does a gap between surface states of a semiconductor need a different GW correction from a gap in the bulk?

A GW correction replaces a local exchange-correlation potential by a self-energy Σ, which depends on the screened interaction W between charges. In the bulk, the material polarizes all around a charge. At a surface, half of the surrounding space is vacuum and does not polarize. A potential that depends only on the density at each point cannot register this change wherever that density stays the same, but W can. The first task is therefore to find W between two charges at a surface.

**The interaction at the surface**

Let a medium of static dielectric constant ε fill z < 0, with vacuum at z > 0 and a sharp boundary. In Hartree atomic units, a unit charge at z₀ produces a potential whose component φ(z) at lateral wave number Q obeys

−d/dz [ε(z) dφ/dz] + ε(z) Q² φ = 4π δ(z − z₀).

Put the charge in the boundary plane first. The decaying solution on both sides is φ = F exp(−Q|z|). Integrating the equation across z = 0 gives the drop in ε dφ/dz. The vacuum side contributes QF and the dielectric side εQF, so

(1 + ε) Q F = 4π, F = (2π/Q) · 2/(ε + 1).

Returning to a lateral distance R means integrating Q dQ/(2π) J₀(QR) F, where J₀ is the Bessel function. Since ∫₀^∞ J₀(QR) dQ = 1/R,

W(R) = 2/[(ε + 1)R] = 1/(ε_s R), ε_s = (ε + 1)/2.

The effective screening is the average of the two dielectric constants because the field passes through both half-spaces.

Surface orbitals do not lie in a mathematical plane, so now put both charges at depth d inside the medium. For z < 0 the potential is the bulk one plus a reflected part; for z > 0 it is a transmitted part:

φ_in = (2π/εQ) [exp(−Q|z + d|) + r exp(Qz − Qd)],
φ_out = (2π/εQ) τ exp(−Qz − Qd).

Continuity of φ at z = 0 requires 1 + r = τ. Continuity of ε dφ/dz requires ε(−1 + r) = −τ. Eliminating τ gives ε(1 − r) = 1 + r, hence r = (ε − 1)/(ε + 1). At z = −d the reflected part is (2π/Q) g exp(−2Qd), with

g = (ε − 1)/[ε(ε + 1)].

Because ∫₀^∞ J₀(QR) exp(−2Qd) dQ = 1/√(R² + 4d²), the interaction is

W(R) = 1/(εR) + U(R), U(R) = g/√(R² + 4d²).

U is the interaction with an image charge of the same sign. For R ≫ 2d the coefficients add up to

1/ε + g = [(ε + 1) + (ε − 1)]/[ε(ε + 1)] = 2/(ε + 1),

which is the in-plane result. For R ≪ 2d the bulk term dominates. In relative terms the screening is thus weakened most for distant pairs, although U itself is largest at R = 0.

Charges at height d in the vacuum follow by exchanging the two dielectric constants:

W_vac(R) = 1/R − [(ε − 1)/(ε + 1)]/√(R² + 4d²).

The far limit is again 2/[(ε + 1)R]. Expanding the root to order d²/R² shows that the relative deviation from this limit is −[(ε − 1)/ε] d²/R² inside and +(ε − 1) d²/R² outside. Outside charges therefore need the stricter condition R ≫ d√(ε − 1).

**From the interaction to the gap**

In static COHSEX, the form of GW in which W does not depend on frequency, Σ consists of screened exchange and a Coulomb hole. For orthogonal site orbitals i and j, with overlap densities between different sites neglected,

Σ_ij = −ρ_ij W_ij + ½ δ_ij (W_ii − v_ii),

where ρ is the density matrix per spin and v the bare interaction. Compare the same orbitals, with the same ρ, in a bulk surrounding and at the surface. The bare interaction cancels in the difference, and W changes by U:

δΣ_ij = −ρ_ij U_ij + ½ δ_ij U_ii.

For isolated orbitals, an empty level (ρ_ii = 0) moves up by U(0)/2 and a filled one (ρ_ii = 1) moves down by U(0)/2. Adding an electron or a hole costs extra energy because each is repelled by its own image. The gap widens by U(0) = g/(2d).

Surface states usually form bands. Take a chain of period a with two equally spaced sites per cell, A at energy +Δ and B at −Δ, and hopping −t between neighbours. Its Hamiltonian at wave number k has diagonal elements ±Δ and off-diagonal element −2t cos(ka/2). The bands are ±E, and with ka = π + p,

E(p) = √[Δ² + 4t² sin²(p/2)].

The gap 2Δ lies at p = 0, where the off-diagonal element vanishes and the states sit on A or on B alone.

The filled-band projector is ρ(k) = ½[1 − H(k)/E]. Transforming its diagonal elements to sites R cells apart gives

ρ_AA(R) = ½[δ_R0 − (−1)^R w_R],
ρ_BB(R) = ½[δ_R0 + (−1)^R w_R],
w_R = ∫ dp/(2π) cos(pR) Δ/E(p), with p from −π to π.

The sign (−1)^R comes from measuring p from the zone edge. The edge state also alternates in sign from cell to cell, so the two factors (−1)^R cancel in its energy:

δΣ_A = −½U(0) + ½ ∑_R w_R U(Ra) + ½U(0) = ½ ∑_R w_R U(Ra),
δΣ_B = −½U(0) − ½ ∑_R w_R U(Ra) + ½U(0) = −½ ∑_R w_R U(Ra).

R runs over positive and negative integers, and U depends on |R|. The A–B element of δΣ vanishes at the edge, because neighbours at equal distances left and right enter with opposite phases. The edge gap therefore widens by

δE_g = ∑_R w_R U(Ra).

The weights sum to Δ/E(0) = 1. They are also positive: Δ/E is proportional to (1 − x cos p)^(−1/2) with 0 < x < 1, whose power series has positive coefficients, and no power of cos p has a negative Fourier coefficient. The widening is thus an average of the image interaction over the range of the exchange. It lies below U(0) and approaches it when t → 0.

**A chain on silicon**

The numbers below are rough values in the regime of the π-bonded chains on Si(111)2×1: ε = 12, a = 0.384 nm, d = 0.15 nm, t = 0.5 eV and Δ = 0.2 eV, so the starting gap is 0.40 eV. Interactions are now multiplied by e²/(4πε₀) = 1.440 eV nm.

Here ε_s = 6.5 and g = 0.0705. At R = 0.4 nm the bulk term is 1.440/(12 × 0.4) = 0.300 eV. The image term is 1.440 × 0.0705/√(0.16 + 0.09) = 0.203 eV. Together they give 0.503 eV, an effective screening of 7.2. With the same constant ε, the screening is 8.2 at 0.2 nm, 6.7 at 0.8 nm and 6.5 at 2 nm. The wave-number-dependent ε(q) introduced below lowers the value at 0.2 nm to 7.5 and hardly changes the others.

For isolated orbitals the gap would widen by U(0) = 1.440 × 0.0705/0.30 = 0.338 eV. In the band, numerical integration gives w₀ = 0.379, w₁ = 0.137 and w₂ = 0.071. The on-site term is 0.379 × 0.338 = 0.128 eV and all other cells add 0.088 eV, so

δE_g = 0.216 eV (0.0079 hartree).

Diagonalizing a ring of 200 cells with δΣ included gives the same 0.216 eV for the smallest gap, so the minimum has not moved away from the zone edge.

**Why a scale factor does not suffice**

For distant pairs, W at the surface exceeds W in the bulk by the factor 2ε/(ε + 1) = 1.85. The whole screened exchange does not grow by that factor. To estimate it, give each orbital a Gaussian density of standard deviation s = 0.08 nm and use

ε(q) = 1 + [1/(ε − 1) + q²/k²]⁻¹,
W_bulk(R) = (2/π) ∫₀^∞ dq [sin(qR)/(qR)] exp(−q²s²)/ε(q).

This ε(q) joins the static constant at small q to Thomas–Fermi screening at large q. The Thomas–Fermi wave number k follows from 32 valence electrons in a cubic cell of edge 0.543 nm.

With W_bulk in place of U, the weighted sum is 0.733 eV on-site and 0.127 eV from other cells. The surface raises the first part by a factor 1.18, the second by 1.69 and the total by 1.25. The total factor depends on the orbital width assumed in W_bulk, with U kept at its point-charge value: it is 1.16 for s = 0.06 nm and 1.44 for s = 0.12 nm, in both cases well below 1.85. This total is not itself the GW correction, since the local exchange-correlation contribution must still be subtracted. The surface adds an energy to the correction; it does not multiply it by 1.85.

Nor does weaker screening alone decide whether a surface gap has a larger correction than the gap between bulk bands. Those bands have other orbitals, and hence another exchange range and another local potential. The range matters even with everything else fixed: the widening is 0.267 eV for t = 0.25 eV and 0.164 eV for t = 1 eV. A rigid shift fitted to the bulk gap therefore has no general reason to fit the surface gap.

**What the model leaves out**

The largest omission examined here is the polarization of the surface states themselves. A thin sheet of polarizability α acquires the charge −αQ²φ, which changes the in-plane condition to

(ε + 1)Qφ + 4παQ²φ = 4π, φ = 4π/{Q[ε + 1 + 4παQ]}.

The extra term disappears as Q → 0, so (ε + 1)/2 survives for R ≫ 4πα/(ε + 1), but closer pairs are screened more strongly. For the silicon-like chains, the static random-phase response was computed for 15 chains of 48 cells, 0.665 nm apart, in both surroundings. The widening falls from 0.216 to 0.13 eV, a reduction of 40 percent. Going from 11 chains of 32 cells to this cluster changes it by about 0.001 eV. The inputs matter more: orbital widths s from 0.06 to 0.12 nm give 0.12 to 0.14 eV, and computing the response with a gap of 0.60 eV instead of 0.40 eV gives 0.15 eV.

The result is also sensitive to the depth. With the chains' own polarization again left out, the widening is 0.29 eV at d = 0.10 nm and 0.18 eV at 0.20 nm. The divergence of U(0) as d → 0 comes from combining point charges with a constant ε up to a sharp edge, and has no physical meaning.

A constant ε may seem doubtful at such short distances. Let A(z) be the bulk potential of a charge sheet modulated at wave number Q, in units of 2π/Q, computed with ε(q). If the normal polarization vanishes at the face, the inside field is that of the charge, its mirror charge and a sheet of strength σ at z = 0. The normal fields of charge and mirror cancel there, leaving −2πσ, which must equal the outside field Qφ(0):

2A(d) + σA(0) = −σ, σ = −2A(d)/[1 + A(0)].

The reflected part is then A(2d) − 2A(d)²/[1 + A(0)] in place of g exp(−2Qd). Numerical integration gives a widening of 0.214 eV, close to the local result.

Two further changes to the model also have small effects. Recomputing ρ self-consistently with δΣ gives 0.226 eV. A height difference of 0.05 nm between A and B gives 0.220 eV whichever site is higher, because δE_g then contains the average of U_AA and U_BB. For the screening by the medium, the static approximation requires the band energies, here up to 1.0 eV from midgap, to be small against the surface plasmon energy, about 12 eV when estimated from the valence density. Their ratio is 0.09, which does not bound the error. A plasmon-pole estimate, with a single-oscillator ε(ω) whose bulk and surface poles lie near 17 and 13 eV, leaves the widening at 0.216 eV when Σ is evaluated at the original band energies. But Σ also varies with energy, which multiplies a level shift by a quasiparticle factor Z of about 0.8. This lowers 0.216 eV to about 0.17 eV. In the same estimate Z is smaller at the surface by about 0.02, which removes a further 0.01 eV or so if the bulk-surrounded correction is 0.3 to 0.6 eV. The chains' own transitions start at only 0.40 eV, so the comparison with the plasmon energy does not justify a static treatment of their polarization, and the value 0.13 eV is less certain. With their frequency-dependent response, Σ at the original edge energies still gives 0.13 eV, but it varies more steeply with energy. Z drops to roughly 0.7, so the actual shift is smaller than 0.13 eV.

Real Si(111)2×1 has tilted zigzag chains and a gradual dielectric edge, so 0.13 to 0.22 eV, found in the static approximation for d = 0.15 nm with and without the chains' own polarization, is an estimate of one contribution, not a predicted gap. It is nevertheless a sizeable fraction of the 0.40 eV starting gap. A calculation of such a surface should therefore obtain W with the vacuum and the surface states included.
